# Why inverse lithography does not recover one true mask: verification in Python

```python
"""
Result under test: masks whose difference contains no collected spatial
frequency produce identical images; an image-fitting gradient cannot restore
that missing part.

Scalar one-dimensional thin-mask model, lengths in nm:
t(x)       real mask transmission, period PERIOD
s          illumination spatial frequency, uniform in |s| <= S = SIGMA*NA/LAM
F          pupil cutoff NA/LAM
order m    mask frequency m/PERIOD; collected if |m|/PERIOD < F + S
intensity  relative to a fully clear mask
An isolated edit has continuous frequencies and is treated separately.
"""
import numpy as np

LAM, NA, SIGMA, PERIOD = 200.0, 0.8, 0.5, 1100.0
N = 154
F, S = NA / LAM, SIGMA * NA / LAM
B = F + S
x = np.arange(N) * PERIOD / N
orders = np.rint(np.fft.fftfreq(N, 1 / N)).astype(int)
freq = orders / PERIOD


def wave(m):
    return np.cos(2 * np.pi * m * x / PERIOD)


def source_points(na, sigma, count):
    return ((np.arange(count) + 0.5) / count * 2 - 1) * sigma * na / LAM


def pupil(na=NA, sigma=SIGMA, count=22, defocus=0.0):
    g = freq[None, :] + source_points(na, sigma, count)[:, None]
    axial = np.sqrt(np.maximum(LAM**-2 - g**2, 0))
    return (np.abs(g) < na / LAM) * np.exp(2j * np.pi * defocus * axial)


def fields(mask, P):
    return np.fft.ifft(np.fft.fft(mask)[None, :] * P, axis=1)


def image(mask, P):
    return np.mean(np.abs(fields(mask, P))**2, axis=0)


def overlap(m, n):
    """Analytic source fraction for which orders m and n both pass."""
    a, b = m / PERIOD, n / PERIOD
    low = max(-S, -F - a, -F - b)
    high = min(S, F - a, F - b)
    return max(0.0, high - low) / (2 * S)


def hopkins_image(mask):
    coeff = np.fft.fft(mask) / N
    result = np.zeros(N, complex)
    for m in range(-8, 9):
        for n in range(-8, 9):
            result += (overlap(m, n) * coeff[m] * np.conj(coeff[n])
                       * np.exp(2j * np.pi * (m - n) * x / PERIOD))
    return result.real


def show(label, value, unit=""):
    print(f"{label}: {value:.6g} {unit}".rstrip())


# Periodic masks and the image comparison
AMP = 0.15
base = 0.5 + 0.25 * wave(1) + 0.05 * wave(3)
hidden = base + AMP * wave(7)
wrong = base + AMP * wave(5)
P0 = pupil()
Pc = pupil(sigma=0.0, count=1)
I_base, I_hidden = image(base, P0), image(hidden, P0)
for mask in (base, hidden, wrong):
    assert mask.min() >= 0 and mask.max() <= 1
    # The 22 source cells align with every overlap breakpoint.
    assert np.allclose(image(mask, P0), hopkins_image(mask), atol=1e-12)
null_error = np.max(np.abs(I_hidden - I_base))
assert null_error < 1e-12
P_defocus = pupil(defocus=300.0)
defocus_error = np.max(np.abs(image(hidden, P_defocus)
                              - image(base, P_defocus)))
assert defocus_error < 1e-12
focus_effect = np.max(np.abs(image(base, P_defocus) - I_base))
assert focus_effect > 1e-3

# An order outside the coherent pupil can still be collected off axis
coherent_error = np.max(np.abs(image(wrong, Pc) - image(base, Pc)))
partial_change = np.max(np.abs(image(wrong, P0) - I_base))
assert coherent_error < 1e-12 and partial_change > 1e-3
for m in range(3, 8):
    counted = np.mean(np.abs(P0[:, m])**2)
    formula = max(0.0, (B - m / PERIOD) / (2 * S))
    assert abs(counted - formula) < 1e-12

# Positive real coherent field: its collected part follows from intensity
recovered = np.fft.fft(np.sqrt(image(hidden, Pc))) / N
actual = np.fft.fft(hidden) / N
assert np.min(fields(hidden, Pc).real) > 0
assert np.allclose(recovered[np.abs(orders) <= 4],
                   actual[np.abs(orders) <= 4], atol=1e-12)

# Signed masks can have equal images despite a collected difference
phase_grating = 0.8 * wave(1)
shifted_grating = np.roll(phase_grating, N // 2)
sign_error = np.max(np.abs(image(phase_grating, P0)
                           - image(shifted_grating, P0)))
assert sign_error < 1e-12
assert np.max(np.abs(phase_grating - shifted_grating)) > 1

# Complementary binary gratings finer than the collected band
binary = ((np.arange(N) // 11) % 2 == 0).astype(float)
I_binary = image(binary, P0)
assert np.allclose(I_binary, 0.25, atol=1e-12)
assert np.allclose(image(1 - binary, P0), I_binary, atol=1e-12)

# Larger numerical aperture makes order 7 visible
na_threshold = 7 * LAM / (PERIOD * (1 + SIGMA))
na_changes = []
for na in (0.84, 0.86, 0.90):
    P = pupil(na=na, count=400)
    na_changes.append(np.max(np.abs(image(hidden, P) - image(base, P))))
assert na_changes[0] < 1e-12
assert na_changes[1] > 1e-4 and na_changes[2] > na_changes[1]


# Image-fitting gradient, checked against independent finite differences
def gradient(mask, target):
    E = fields(mask, P0)
    residual = np.mean(np.abs(E)**2, axis=0) - target
    back = np.fft.fft(residual[None, :] * E, axis=1)
    G = 4 * np.fft.ifft(np.mean(np.conj(P0) * back, axis=0)).real
    return G, np.sqrt(np.mean(residual**2))


rng = np.random.default_rng(4)
trial = rng.uniform(0.2, 0.8, N)
G_formula, _ = gradient(trial, I_hidden)
G_difference = np.empty(N)
h = 1e-4
for j in range(N):
    step = np.zeros(N)
    step[j] = h
    plus = np.mean((image(trial + step, P0) - I_hidden)**2)
    minus = np.mean((image(trial - step, P0) - I_hidden)**2)
    G_difference[j] = N * (plus - minus) / (2 * h)
assert np.allclose(G_formula, G_difference, atol=1e-8)
G_orders = np.fft.fft(G_difference) / N
outside_gradient = np.max(np.abs(G_orders[np.abs(orders) >= 7]))
inside_gradient = np.max(np.abs(G_orders[np.abs(orders) <= 6]))
assert outside_gradient < 1e-8 and inside_gradient > 1e-3


def fit(start):
    mask = start.copy()
    smallest, largest = mask.min(), mask.max()
    for iteration in range(15000):
        G, error = gradient(mask, I_hidden)
        if error < 1e-8:
            break
        mask -= 0.3 * G
        smallest = min(smallest, mask.min())
        largest = max(largest, mask.max())
    assert smallest >= 0 and largest <= 1
    return mask, error, iteration


fit_a, error_a, steps_a = fit(np.full(N, 0.5))
fit_b, error_b, steps_b = fit(0.5 + AMP * wave(8))
assert max(error_a, error_b) < 1e-7
assert np.max(np.abs(fit_a - base)) < 1e-5
assert np.allclose(fit_b - fit_a, AMP * wave(8), atol=1e-9)


def cosine_amplitude(mask, m):
    return 2 * np.mean(mask * wave(m))


# Isolated edits: concentration kernel and independent frequency integration
LENGTH = 550.0
node, weight = np.polynomial.legendre.leggauss(64)
xp, wx = node * LENGTH / 2, weight * LENGTH / 2
separation = xp[:, None] - xp[None, :]
kernel = 2 * B * np.sinc(2 * B * separation)
values, vectors = np.linalg.eigh(np.sqrt(wx[:, None] * wx) * kernel)
values, vectors = values[::-1], vectors[:, ::-1]
fq, wf = node * B, weight * B
selected = (1, 7, 10, 13)
for k in selected:
    edit = vectors[:, k - 1] / np.sqrt(wx)
    transform = np.exp(-2j * np.pi * fq[:, None] * xp) @ (wx * edit)
    energy = np.sum(wf * np.abs(transform)**2)
    assert values[k - 1] > 0
    assert np.isclose(energy, values[k - 1], rtol=1e-6, atol=1e-14)

# Scale the last edit to a visible mask change and bound its image field
edit = vectors[:, 12] / np.sqrt(wx)
edit *= AMP / np.max(np.abs(edit))
edit_energy = np.sum(wx * edit**2)
field_bound = np.sqrt(2 * F * values[12] * edit_energy)
xi = np.linspace(-LENGTH, LENGTH, 221)
field_max = 0.0
for s in np.linspace(-S, S, 23):
    q = node * F - s
    transform = np.exp(-2j * np.pi * q[:, None] * xp) @ (wx * edit)
    E = np.exp(2j * np.pi * xi[:, None] * q) @ (weight * F * transform)
    field_max = max(field_max, np.max(np.abs(E)))
assert 0 < field_max <= field_bound * (1 + 1e-6)

show("Wavelength", LAM, "nm")
show("Numerical aperture", NA)
show("Source filling sigma", SIGMA)
show("Mask period", PERIOD, "nm")
show("Coherent cutoff F", F, "nm^-1")
show("Source radius S", S, "nm^-1")
show("Collected cutoff F+S", B, "nm^-1")
show("Coherent cutoff in orders", F * PERIOD)
show("Collected cutoff in orders", B * PERIOD)
for m in range(4, 8):
    show(f"Source fraction passing order {m}", overlap(m, m))
show("Hidden order-7 amplitude", cosine_amplitude(hidden, 7))
show("Largest hidden-base mask difference", np.max(np.abs(hidden - base)))
show("Base image minimum", I_base.min())
show("Base image maximum", I_base.max())
show("Order-7 image change in focus", null_error)
show("Order-7 image change at 300 nm defocus", defocus_error)
show("Base image change caused by defocus", focus_effect)
show("Order-5 image change, coherent", coherent_error)
show("Order-5 image change, extended source", partial_change)
show("Signed-grating image difference", sign_error)
show("Fine binary grating image intensity", I_binary.mean())
show("NA where order 7 enters", na_threshold)
for na, change in zip((0.84, 0.86, 0.90), na_changes):
    show(f"Order-7 image change at NA {na:.2f}", change)
show("Largest collected gradient coefficient", inside_gradient)
show("Largest uncollected gradient coefficient", outside_gradient)
for name, mask, error, steps in (("A", fit_a, error_a, steps_a),
                                 ("B", fit_b, error_b, steps_b)):
    show(f"Fit {name} steps", steps)
    show(f"Fit {name} rms image error", error)
    for m in (1, 3, 7, 8):
        print(f"Fit {name} order-{m} amplitude: "
              f"{cosine_amplitude(mask, m):.6f}")
    show(f"Fit {name} largest error from hidden mask",
         np.max(np.abs(mask - hidden)))
show("Isolated edit length", LENGTH, "nm")
for k in selected:
    show(f"In-band energy fraction, edit mode {k}", values[k - 1])
show("Mode-13 edit peak at quadrature nodes", np.max(np.abs(edit)))
show("Mode-13 largest sampled field change", field_max)
show("Mode-13 field-change bound", field_bound)
print("all assertions hold")
```

It prints:

```
Wavelength: 200 nm
Numerical aperture: 0.8
Source filling sigma: 0.5
Mask period: 1100 nm
Coherent cutoff F: 0.004 nm^-1
Source radius S: 0.002 nm^-1
Collected cutoff F+S: 0.006 nm^-1
Coherent cutoff in orders: 4.4
Collected cutoff in orders: 6.6
Source fraction passing order 4: 0.590909
Source fraction passing order 5: 0.363636
Source fraction passing order 6: 0.136364
Source fraction passing order 7: 0
Hidden order-7 amplitude: 0.15
Largest hidden-base mask difference: 0.15
Base image minimum: 0.0438636
Base image maximum: 0.625682
Order-7 image change in focus: 5.55112e-16
Order-7 image change at 300 nm defocus: 2.22045e-16
Base image change caused by defocus: 0.0840794
Order-5 image change, coherent: 3.33067e-16
Order-5 image change, extended source: 0.09
Signed-grating image difference: 4.44089e-16
Fine binary grating image intensity: 0.25
NA where order 7 enters: 0.848485
Order-7 image change at NA 0.84: 2.10942e-15
Order-7 image change at NA 0.86: 0.004875
Order-7 image change at NA 0.90: 0.0207187
Largest collected gradient coefficient: 0.214385
Largest uncollected gradient coefficient: 8.99558e-13
Fit A steps: 1070
Fit A rms image error: 9.94373e-09
Fit A order-1 amplitude: 0.250000
Fit A order-3 amplitude: 0.050000
Fit A order-7 amplitude: 0.000000
Fit A order-8 amplitude: 0.000000
Fit A largest error from hidden mask: 0.15
Fit B steps: 1070
Fit B rms image error: 9.94373e-09
Fit B order-1 amplitude: 0.250000
Fit B order-3 amplitude: 0.050000
Fit B order-7 amplitude: -0.000000
Fit B order-8 amplitude: 0.150000
Fit B largest error from hidden mask: 0.3
Isolated edit length: 550 nm
In-band energy fraction, edit mode 1: 1
In-band energy fraction, edit mode 7: 0.541635
In-band energy fraction, edit mode 10: 0.00251136
In-band energy fraction, edit mode 13: 5.18518e-07
Mode-13 edit peak at quadrature nodes: 0.15
Mode-13 largest sampled field change: 2.26327e-05
Mode-13 field-change bound: 4.74032e-05
all assertions hold
```
